# Equilateral H3+ with floating correlated Gaussians and D3h projection: test program

```python
"""
Equilateral H3+ (side 1.65 bohr) with floating correlated Gaussians.
Result under test: closed-form matrix elements plus one-sided projection onto
the totally symmetric singlet give a variational upper bound that approaches
the clamped-nuclei limit, -1.343836 hartree (external rounded yardstick).
Primitive: exp(-a|r1-P|^2 - b|r2-Q|^2 - g|r1-r2|^2), P and Q in the plane.
A parameter row holds (ln a, ln b, ln g, Px, Py, Qx, Qy).
Hartree atomic units. The yardstick is never used in the optimization.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.special import erf
from scipy.constants import physical_constants
from pyscf import gto

SIDE = 1.65
YARDSTICK = -1.343836
REPULSION = 3.0 / SIDE
angles = 2 * np.pi * np.arange(3) / 3
NUCLEI = SIDE / np.sqrt(3) * np.column_stack([np.cos(angles), np.sin(angles)])
rng = np.random.default_rng(12345)

OPERATIONS = []
for angle in angles:
    c, s = np.cos(angle), np.sin(angle)
    rotation = np.array([[c, -s], [s, c]])
    OPERATIONS += [rotation, rotation @ np.diag([1.0, -1.0])]


def record(x):
    """Quadratic form, determinant, centres, linear terms, norm factor."""
    a, b, g = np.exp(x[..., 0]), np.exp(x[..., 1]), np.exp(x[..., 2])
    det = a * b + g * (a + b)
    b1x, b1y = a * x[..., 3], a * x[..., 4]
    b2x, b2y = b * x[..., 5], b * x[..., 6]
    return np.array([a + g, -g, b + g, det,
                     ((b + g) * b1x + g * b2x) / det,
                     ((b + g) * b1y + g * b2y) / det,
                     (g * b1x + (a + g) * b2x) / det,
                     (g * b1y + (a + g) * b2y) / det,
                     b1x, b1y, b2x, b2y, (4 * det) ** 0.75])


def images(x):
    """Twelve images: six in-plane operations times electron exchange."""
    out = []
    for op in OPERATIONS:
        y = x.copy()
        y[:, 3:5] = x[:, 3:5] @ op.T
        y[:, 5:7] = x[:, 5:7] @ op.T
        out += [y, y[:, [1, 0, 2, 5, 6, 3, 4]]]
    return np.stack(out, axis=1)


def mean_inverse(dx, dy, q):
    d = np.sqrt(dx * dx + dy * dy + 1e-20)
    return erf(d / np.sqrt(q)) / d


def elements(f, g):
    """Overlap, kinetic, nuclear attraction, electron repulsion."""
    a11, a12, a22 = f[0] + g[0], f[1] + g[1], f[2] + g[2]
    det = a11 * a22 - a12 * a12
    i11, i12, i22 = a22 / det, -a12 / det, a11 / det
    wf, wg = g[3] / det, f[3] / det
    m11 = wf * f[0] + wg * g[0]
    m12 = wf * f[1] + wg * g[1]
    m22 = wf * f[2] + wg * g[2]
    d1x, d1y, d2x, d2y = (f[j] - g[j] for j in range(4, 8))
    u1x, u1y = m11 * d1x + m12 * d2x, m11 * d1y + m12 * d2y
    u2x, u2y = m12 * d1x + m22 * d2x, m12 * d1y + m22 * d2y
    gamma = d1x * u1x + d1y * u1y + d2x * u2x + d2y * u2y
    overlap = f[12] * g[12] / (det * np.sqrt(det)) * np.exp(-gamma)
    kinetic = overlap * (3 * (m11 + m22)
                         - 2 * (u1x**2 + u1y**2 + u2x**2 + u2y**2))
    b1x, b1y, b2x, b2y = (f[j] + g[j] for j in range(8, 12))
    x1, y1 = i11 * b1x + i12 * b2x, i11 * b1y + i12 * b2y
    x2, y2 = i12 * b1x + i22 * b2x, i12 * b1y + i22 * b2y
    attraction = 0.0
    for cx, cy in NUCLEI:
        attraction = attraction - mean_inverse(x1 - cx, y1 - cy, i11)
        attraction = attraction - mean_inverse(x2 - cx, y2 - cy, i22)
    repulsion = mean_inverse(x1 - x2, y1 - y2, i11 + i22 - 2 * i12)
    return overlap, kinetic, overlap * attraction, overlap * repulsion


def projected(x, y):
    """Matrices <x|O|P y>, processed in slabs to stay in cache."""
    left, right = record(x), record(images(y))[:, None]
    slab = max(1, 16000 // (12 * len(y)))
    parts = []
    for i in range(0, len(x), slab):
        block = elements(left[:, i:i + slab, None, None], right)
        parts.append([m.sum(axis=-1) for m in block])
    return [np.concatenate([p[j] for p in parts]) for j in range(4)]


def projected_diagonal(x):
    block = elements(record(x)[:, :, None], record(images(x)))
    return [m.sum(axis=-1) for m in block]


def random_functions(count):
    x = np.empty((count, 7))
    x[:, :2] = rng.uniform(np.log(0.1), np.log(30.0), (count, 2))
    x[:, 2] = rng.uniform(np.log(0.01), np.log(8.0), count)
    for e, k in ((0, 3), (1, 5)):
        width = 0.3 * np.exp(-0.5 * x[:, e])[:, None]
        x[:, k:k + 2] = (NUCLEI[rng.integers(0, 3, count)]
                         + width * rng.normal(size=(count, 2)))
    return x


def displaced_functions(x, count):
    size = np.exp(rng.uniform(np.log(0.03), np.log(0.8), (count, 1)))
    step = size * rng.normal(size=(count, 7))
    step *= rng.random((count, 7)) < 0.6
    step[:, 3:5] *= 0.5 * np.exp(-0.5 * x[0])
    step[:, 5:7] *= 0.5 * np.exp(-0.5 * x[1])
    y = x + step
    y[:, :2] = np.clip(y[:, :2], np.log(0.03), np.log(300.0))
    y[:, 2] = np.clip(y[:, 2], np.log(1e-4), np.log(60.0))
    return y


def lowering(values, vectors, basis, trial):
    """Predicted energy lowering when each trial function is added."""
    s, t, v, w = projected(trial, basis)
    h = t + v + w
    sd, td, vd, wd = projected_diagonal(trial)
    hd = td + vd + wd
    o, p = s @ vectors, h @ vectors
    rest = sd - (o * o).sum(axis=1)
    independent = rest > 1e-4 * sd
    rest = np.maximum(rest, 1e-12)
    coupling = (p - o * values) / np.sqrt(rest)[:, None]
    own = (hd - 2 * (o * p).sum(axis=1) + (o * o) @ values) / rest
    gap = own - values[0]
    gap = gap - (coupling[:, 1:]**2 / (values[1:] - values[0])).sum(axis=1)
    c2 = coupling[:, 0]**2
    x = 2 * c2 / (gap + np.sqrt(gap * gap + 4 * c2) + 1e-300)
    return x, independent, s, h, sd, hd


def enlarge(basis, H, S, count=200):
    trial = random_functions(count)
    values, vectors = eigh(H, S)
    x, good, s, h, sd, hd = lowering(values, vectors, basis, trial)
    j = int(np.argmax(np.where(good, x, -1.0)))
    assert good[j]
    H = np.block([[H, h[j][:, None]], [h[j][None], np.array([[hd[j]]])]])
    S = np.block([[S, s[j][:, None]], [s[j][None], np.array([[sd[j]]])]])
    return np.vstack([basis, trial[j]]), H, S, values[0] - x[j]


def refine(basis, H, S):
    for k in range(len(basis)):
        others = np.delete(np.arange(len(basis)), k)
        sub = np.ix_(others, others)
        values, vectors = eigh(H[sub], S[sub])
        for _ in range(2):
            trial = np.vstack([basis[k], displaced_functions(basis[k], 30)])
            x, good, s, h, sd, hd = lowering(values, vectors,
                                             basis[others], trial)
            good[0] = True
            j = int(np.argmax(np.where(good, x, -1.0)))
            if j > 0:
                basis[k] = trial[j]
                H[k, others] = H[others, k] = h[j]
                S[k, others] = S[others, k] = s[j]
                H[k, k], S[k, k] = hd[j], sd[j]
    return basis, H, S


def lowest_canonical(H, S):
    """Lowest root after removal of numerically dependent directions."""
    scale = 1 / np.sqrt(np.diag(S))
    w, u = np.linalg.eigh(S * np.outer(scale, scale))
    keep = w > 1e-10
    X = scale[:, None] * u[:, keep] / np.sqrt(w[keep])
    return np.linalg.eigvalsh(X.T @ H @ X)[0] + REPULSION, w[0]


def unprojected(x):
    r = record(x)
    s, t, v, w = elements(r[:, :, None], r[:, None, :])
    return t + v + w, s


# ---- matrix elements against direct quadrature of their definitions ----
pair = np.array([[np.log(0.9), np.log(0.5), np.log(0.3), 0.8, 0.1, -0.4, 0.6],
                 [np.log(0.6), np.log(1.1), np.log(0.15), -0.3, -0.5, 0.7, -0.2]])


def factor(x, axis, u1, u2):
    a, b, g = np.exp(x[:3])
    p, q = (x[3 + axis], x[5 + axis]) if axis < 2 else (0.0, 0.0)
    return np.exp(-a * (u1 - p)**2 - b * (u2 - q)**2 - g * (u1 - u2)**2)


line = np.linspace(-7, 7, 71)
h_line = line[1] - line[0]
g1, g2 = np.meshgrid(line, line, indexing="ij")


def overlap_axis(x, y, axis):
    return (factor(x, axis, g1, g2) * factor(y, axis, g1, g2)).sum() * h_line**2


def quadrature_overlap(x, y):
    return np.prod([overlap_axis(x, y, ax) for ax in range(3)])


def slope(x, axis, electron):
    e = 1e-4
    e1, e2 = (e, 0.0) if electron == 0 else (0.0, e)
    return (factor(x, axis, g1 + e1, g2 + e2)
            - factor(x, axis, g1 - e1, g2 - e2)) / (2 * e)


k_fun, l_fun = pair
axis_overlaps = [overlap_axis(k_fun, l_fun, ax) for ax in range(3)]
raw_overlap = np.prod(axis_overlaps)
raw_kinetic = 0.0
for ax in range(3):
    grad = sum((slope(k_fun, ax, e) * slope(l_fun, ax, e)).sum() for e in (0, 1))
    raw_kinetic += 0.5 * grad * h_line**2 * raw_overlap / axis_overlaps[ax]

xr, wr = np.polynomial.legendre.leggauss(40)
xr, wr = 3.5 * (xr + 1), 3.5 * wr
xc, wc = np.polynomial.legendre.leggauss(16)
ph = 2 * np.pi * np.arange(24) / 24
rr, cc, pp = np.meshgrid(xr, xc, ph, indexing="ij")
weight = (wr[:, None, None] * wc[None, :, None] * np.ones(24) * 2 * np.pi / 24
          * rr).ravel()
sn = np.sqrt(1 - cc**2)
sphere = [(rr * sn * np.cos(pp)).ravel(), (rr * sn * np.sin(pp)).ravel(),
          (rr * cc).ravel()]


def quadrature_inverse(kind, centre):
    density = np.ones(len(weight))
    for ax in range(3):
        u = (sphere[ax] + centre[ax])[:, None]
        y = line[None, :]
        if kind == "first":
            args = (u, y)
        elif kind == "second":
            args = (y, u)
        else:
            args = (y + u, y)
        density *= (factor(k_fun, ax, *args)
                    * factor(l_fun, ax, *args)).sum(axis=1) * h_line
    return (weight * density).sum()


raw_attraction = -sum(quadrature_inverse(kind, (cx, cy, 0.0))
                      for kind in ("first", "second") for cx, cy in NUCLEI)
raw_repulsion = quadrature_inverse("difference", (0.0, 0.0, 0.0))
norm = np.sqrt(quadrature_overlap(k_fun, k_fun) * quadrature_overlap(l_fun, l_fun))
numeric = np.array([raw_overlap, raw_kinetic, raw_attraction, raw_repulsion]) / norm
pair_record = record(pair)
closed = np.array(elements(pair_record[:, 0], pair_record[:, 1]))
element_error = np.max(np.abs(closed - numeric))
assert element_error < 2e-6

# ---- growth and refinement of the projected basis ----
start = random_functions(400)
sd, td, vd, wd = projected_diagonal(start)
first = int(np.argmin((td + vd + wd) / sd))
basis = start[first:first + 1].copy()
H = np.array([[(td + vd + wd)[first]]])
S = np.array([[sd[first]]])
sweeps = {5: 4, 10: 4, 20: 4, 40: 4, 80: 2}
history = []
prediction_errors = []
while len(basis) < 80:
    basis, H, S, predicted = enlarge(basis, H, S)
    n = len(basis)
    if n in sweeps:
        actual = eigh(H, S, eigvals_only=True)[0]
        prediction_errors.append((n, predicted + REPULSION, actual + REPULSION))
        for _ in range(sweeps[n]):
            basis, H, S = refine(basis, H, S)
        history.append((n, eigh(H, S, eigvals_only=True)[0] + REPULSION))
        if n == 5:
            small = basis.copy()

energies = np.array([e for _, e in history])
assert np.all(np.diff(energies) < 0)
# The ranking formula drops terms of second order in the lowering.
assert all(abs(p - a) < 1e-5 for n, p, a in prediction_errors if n >= 20)

# ---- one-sided projection against the full space of separate images ----
full_energy, _ = lowest_canonical(*unprojected(images(small).reshape(-1, 7)))
small_energy = history[0][1]
raw_small, _ = lowest_canonical(*unprojected(small))
assert abs(full_energy - small_energy) < 1e-7
assert raw_small > small_energy

# ---- final state, energy parts and numerical stability ----
S, T, VN, VE = [(m + m.T) / 2 for m in projected(basis, basis)]
H = T + VN + VE
values, vectors = eigh(H, S)
energy = values[0] + REPULSION
ground = vectors[:, 0]
kinetic, attraction, repulsion = (ground @ m @ ground for m in (T, VN, VE))
virial_sum = 2 * kinetic + attraction + repulsion + REPULSION
stable_energy, smallest = lowest_canonical(H, S)
assert abs(stable_energy - energy) < 1e-6
assert abs(virial_sum) < 5e-3
raw_final, _ = lowest_canonical(*unprojected(basis))
assert raw_final > energy

without = basis.copy()
without[:, 2] = -40.0
s0, t0, v0, w0 = [(m + m.T) / 2 for m in projected(without, without)]
energy_without, _ = lowest_canonical(t0 + v0 + w0, s0)
assert energy_without - energy > 1e-4


# ---- independent upper bounds: full CI in orbital bases ----
def orbital_full_ci(name):
    atoms = [("H", (x, y, 0.0)) for x, y in NUCLEI]
    mol = gto.M(atom=atoms, unit="Bohr", charge=1, spin=0, basis=name, verbose=0)
    w, u = np.linalg.eigh(mol.intor("int1e_ovlp"))
    X = u / np.sqrt(w)
    h = X.T @ (mol.intor("int1e_kin") + mol.intor("int1e_nuc")) @ X
    n = len(h)
    eri = mol.intor("int2e", aosym="s1").reshape(n, n, n, n)
    for _ in range(4):
        eri = np.tensordot(eri, X, axes=(0, 0))
    one = np.eye(n)
    matrix = (np.kron(h, one) + np.kron(one, h)
              + eri.transpose(0, 2, 1, 3).reshape(n * n, n * n))
    root = eigh(matrix, eigvals_only=True, subset_by_index=[0, 0])[0]
    return n, root + mol.energy_nuc()


ci = [(name,) + orbital_full_ci(name) for name in ("cc-pvdz", "cc-pvtz")]
assert energy < ci[1][2] < ci[0][2]
difference = energy - YARDSTICK
assert -5e-7 < difference < 2e-4
to_wavenumber = physical_constants["hartree-inverse meter relationship"][0] / 100

print(f"Side of triangle: {SIDE:.2f} bohr")
print(f"Nuclear repulsion: {REPULSION:.6f} hartree")
print("Nuclei x, y (bohr):", "; ".join(f"{x:.6f}, {y:.6f}" for x, y in NUCLEI))
print("Sample pair: a, b, g (bohr^-2); Px, Py, Qx, Qy (bohr)")
for x in pair:
    print(" ", *(f"{z:.2f}" for z in np.r_[np.exp(x[:3]), x[3:]]))
labels = ("overlap (no unit)", "kinetic (hartree)",
          "attraction (hartree)", "repulsion (hartree)")
for label, c, q in zip(labels, closed, numeric):
    print(f"  {label}: formula {c:.7f}, quadrature {q:.7f}")
print(f"Largest element difference: {element_error:.1e}")
print("Five-term basis: a, b, g (bohr^-2); Px, Py, Qx, Qy (bohr)")
for x in small:
    print(" ", *(f"{z:.4f}" for z in np.r_[np.exp(x[:3]), x[3:]]))
print(f"Five terms, no projection: {raw_small:.6f} hartree")
print(f"Five terms, projected: {small_energy:.8f} hartree")
print(f"All {12 * len(small)} separate images: {full_energy:.8f} hartree")
print("Predicted and diagonalized energy on adding the n-th function:")
for n, p, a in prediction_errors:
    print(f"  n = {n}: {p:.8f}, {a:.8f} hartree")
print("Refined energy and distance above yardstick:")
for n, e in history:
    print(f"  n = {n}: {e:.7f} hartree, {1e6 * (e - YARDSTICK):.1f} microhartree")
print(f"Final basis, no projection: {raw_final:.6f} hartree")
print(f"Final basis, all g = 0, not reoptimized: {energy_without:.6f} hartree")
for name, n, e in ci:
    print(f"Full CI {name}, {n} orbitals: {e:.6f} hartree")
print(f"Kinetic energy: {kinetic:.6f} hartree")
print(f"Electron-nuclear attraction: {attraction:.6f} hartree")
print(f"Electron repulsion: {repulsion:.6f} hartree")
print(f"Virial sum 2T+V: {virial_sum:.6f} hartree")
print(f"Smallest normalized overlap eigenvalue: {smallest:.1e}")
print(f"Final upper bound: {energy:.7f} hartree")
print(f"External yardstick: {YARDSTICK:.6f} hartree")
print(f"Final distance: {difference:.7f} hartree")
print(f"Final distance: {difference * to_wavenumber:.2f} cm^-1")
print("verified")
```

Output:

```
Side of triangle: 1.65 bohr
Nuclear repulsion: 1.818182 hartree
Nuclei x, y (bohr): 0.952628, 0.000000; -0.476314, 0.825000; -0.476314, -0.825000
Sample pair: a, b, g (bohr^-2); Px, Py, Qx, Qy (bohr)
  0.90 0.50 0.30 0.80 0.10 -0.40 0.60
  0.60 1.10 0.15 -0.30 -0.50 0.70 -0.20
  overlap (no unit): formula 0.3971687, quadrature 0.3971687
  kinetic (hartree): formula 0.7926925, quadrature 0.7926925
  attraction (hartree): formula -2.3274292, quadrature -2.3274292
  repulsion (hartree): formula 0.4929483, quadrature 0.4929483
Largest element difference: 4.9e-09
Five-term basis: a, b, g (bohr^-2); Px, Py, Qx, Qy (bohr)
  0.2941 1.5211 0.0207 -0.1328 -0.5511 0.9183 0.1050
  0.5716 0.7576 0.0142 -0.8115 0.8287 0.4579 -0.0435
  0.5339 7.7312 0.0109 -0.3226 -0.6092 0.9207 0.0084
  0.3541 0.3368 0.6478 1.0633 0.1016 -1.1597 -0.2426
  0.3913 0.1616 0.0030 -0.3426 0.3606 0.7236 -0.0920
Five terms, no projection: -1.028393 hartree
Five terms, projected: -1.33326052 hartree
All 60 separate images: -1.33326052 hartree
Predicted and diagonalized energy on adding the n-th function:
  n = 5: -1.30797672, -1.30794021 hartree
  n = 10: -1.33859429, -1.33859427 hartree
  n = 20: -1.34258490, -1.34258490 hartree
  n = 40: -1.34343220, -1.34343220 hartree
  n = 80: -1.34370797, -1.34370797 hartree
Refined energy and distance above yardstick:
  n = 5: -1.3332605 hartree, 10575.5 microhartree
  n = 10: -1.3416137 hartree, 2222.3 microhartree
  n = 20: -1.3433075 hartree, 528.5 microhartree
  n = 40: -1.3436523 hartree, 183.7 microhartree
  n = 80: -1.3437713 hartree, 64.7 microhartree
Final basis, no projection: -1.261832 hartree
Final basis, all g = 0, not reoptimized: -1.335617 hartree
Full CI cc-pvdz, 15 orbitals: -1.331473 hartree
Full CI cc-pvtz, 42 orbitals: -1.341540 hartree
Kinetic energy: 1.343754 hartree
Electron-nuclear attraction: -5.131748 hartree
Electron repulsion: 0.626041 hartree
Virial sum 2T+V: -0.000017 hartree
Smallest normalized overlap eigenvalue: 1.4e-04
Final upper bound: -1.3437713 hartree
External yardstick: -1.343836 hartree
Final distance: 0.0000647 hartree
Final distance: 14.19 cm^-1
verified
```
